# Breakdown Voltage of a Symmetric Linearly Graded Junction

A model junction with a doping gradient of $10^{21}\ \mathrm{cm^{-4}}$ breaks down at a total potential drop of 707 V. At $10^{22}\ \mathrm{cm^{-4}}$ it breaks down at 282 V, although its peak field at breakdown is 17% higher. The voltage falls by a factor of 2.51, which is $10^{2/5}$. The power two-fifths follows from the shape of the field and the steepness of impact ionization.

## Setting and assumptions

The junction is plane, with its metallurgical boundary at $x=0$. The net doping, donors minus acceptors, is $N(x)=ax$ with $a>0$, so the n side lies at $x>0$. The permittivity is $\varepsilon$, and $q$ is the positive elementary charge. Four assumptions are made.

1. **Depletion.** Mobile charge is neglected for $|x|<W/2$, and the field is set to zero at $x=\pm W/2$.
2. **Extent of the gradient.** The profile $N=ax$ continues at least to both depletion edges.
3. **Local ionization.** An electron creates $\alpha_n$ pairs per unit path and a hole creates $\beta$. Both depend on the local field magnitude $E$ alone, with $\alpha_n=C_nE^7$ and $\beta=k\alpha_n$, where $k>0$ is constant.
4. **Plane geometry.** The field is not crowded at the device edge.

The symbol $V$ denotes the total potential drop across the depleted region. It includes the diffusion potential, so it differs slightly from the applied reverse voltage.

**Theorem.** Define the effective coefficient
$$
C=C_n\frac{k-1}{\ln k},\qquad C=C_n\ \text{ for } k=1 .
$$
Under assumptions 1–4, avalanche breakdown occurs at
$$
V=\frac{8^{7/5}}{12}\,I^{-1/5}\,C^{-1/5}\left(\frac{\varepsilon}{qa}\right)^{2/5},
\qquad I=\frac{2048}{6435}.
$$
At fixed $C$ and $\varepsilon$, therefore, $V\propto a^{-2/5}$.

## Field and voltage

**Lemma 1.** With $u=2x/W$,
$$
E=E_m(1-u^2),\qquad E_m=\frac{qaW^2}{8\varepsilon},\qquad
V=\frac23E_mW=\frac{qaW^3}{12\varepsilon}.
$$

**Proof.** The charge density in the depleted region is $qax$. Poisson's equation for the field component $E_x$ is
$$
\frac{dE_x}{dx}=\frac{qax}{\varepsilon}.
$$
Integration from the left edge, where $E_x=0$, gives
$$
E_x=\frac{qa}{2\varepsilon}\left(x^2-\frac{W^2}{4}\right).
$$
This also vanishes at the right edge, because the two sides carry opposite and equal charge. It is negative in between: the field points from the n side to the p side. Its magnitude is
$$
E=-E_x=\frac{qaW^2}{8\varepsilon}\left(1-\frac{4x^2}{W^2}\right),
$$
which is the stated form. The potential rises from the p side to the n side by
$$
V=-\int_{-W/2}^{W/2}E_x\,dx
=E_m\frac W2\int_{-1}^{1}(1-u^2)\,du
=E_m\frac W2\cdot\frac43=\frac23E_mW .
$$
Inserting $E_m$ gives $V=qaW^3/(12\varepsilon)$. ∎

## The breakdown condition

**Lemma 2.** Breakdown occurs when
$$
\int_{-W/2}^{W/2}CE^7\,dx=1 .
$$

**Proof.** Since $E_x<0$, electrons drift towards $+x$ and holes towards $-x$. Let $J_n$ and $J_p$ be the magnitudes of their current densities. In the steady state each generated pair adds one electron to the flow towards $+x$, so
$$
\frac{dJ_n}{dx}=\alpha_nJ_n+\beta J_p,\qquad J_n+J_p=J=\text{constant}.
$$
Breakdown is the point at which a current can flow with no carriers injected from outside. No electrons enter at the left edge, so $J_n(-W/2)=0$. No holes enter at the right edge, so $J_p(W/2)=0$ and $J_n(W/2)=J$.

Let $j=J_n/J$ and $s(x)=\int_{-W/2}^{x}\alpha_n\,dx'$. Dividing the current equation by $\alpha_nJ$ and using $J_p=J-J_n$ gives
$$
\frac{dj}{ds}=j+k(1-j)=(1-k)j+k .
$$
For $k\neq1$, the solution with $j=0$ at $s=0$ is
$$
j=\frac{k}{1-k}\left(e^{(1-k)s}-1\right).
$$
Let $S$ be the value of $s$ at the right edge. The condition $j(S)=1$ requires
$$
e^{(1-k)S}=1+\frac{1-k}{k}=\frac1k,
\qquad\text{so}\qquad
S=\frac{\ln k}{k-1}.
$$
Since $S=\int C_nE^7dx$, multiplication by $(k-1)/\ln k$ gives the unit condition with the effective $C$. For $k=1$ the equation is $dj/ds=1$, so $S=1$, which agrees with the limit $k\to1$. ∎

A constant ratio between the coefficients thus changes the prefactor of $V$ and leaves the exponent alone. For $k=10$, $C=3.91\,C_n$. Using $C_n$ in place of $C$ would then overestimate the voltage by a factor $3.91^{1/5}=1.31$.

## The shape integral

**Lemma 3.** $I=\int_0^1(1-u^2)^7du=2048/6435\approx0.3183$.

**Proof.** Let $I_n=\int_0^1(1-u^2)^n du$. Integrate by parts, with $u$ as the integral of 1. The boundary term $u(1-u^2)^n$ vanishes at both limits for $n\ge1$, leaving
$$
I_n=2n\int_0^1u^2(1-u^2)^{n-1}du .
$$
Writing $u^2=1-(1-u^2)$ turns this into $I_n=2n(I_{n-1}-I_n)$, so
$$
I_n=\frac{2n}{2n+1}I_{n-1}.
$$
Starting from $I_0=1$,
$$
I_7=\frac23\cdot\frac45\cdot\frac67\cdot\frac89\cdot\frac{10}{11}\cdot\frac{12}{13}\cdot\frac{14}{15}
=\frac{2048}{6435}. \qquad ∎
$$

If the peak field filled the whole depleted region, the integral would be 1. The value 0.318 means that the junction ionizes like a uniform-field layer of width $0.318\,W$ at the peak field.

## Proof of the theorem

By Lemma 1, $dx=(W/2)\,du$, and the integrand is even in $u$. Lemma 2 becomes
$$
1=CE_m^7\,\frac W2\int_{-1}^{1}(1-u^2)^7du=CE_m^7WI .
$$
Substituting $E_m=qaW^2/(8\varepsilon)$ gives
$$
CI\left(\frac{qa}{8\varepsilon}\right)^7W^{15}=1 .
$$
The left side before it is set to 1 increases steadily with $W$ from zero, so there is one breakdown width:
$$
W=\left(\frac{8\varepsilon}{qa}\right)^{7/15}(CI)^{-1/15}.
$$
Cubing this and inserting it in $V=qaW^3/(12\varepsilon)$ yields
$$
V=\frac1{12}\,\frac{qa}{\varepsilon}\;8^{7/5}\left(\frac{\varepsilon}{qa}\right)^{7/5}(CI)^{-1/5}
=\frac{8^{7/5}}{12}(CI)^{-1/5}\left(\frac{\varepsilon}{qa}\right)^{2/5}. \qquad ∎
$$

**Remark 1: the role of the peak field.** The same substitution gives
$$
E_m=\frac{qa}{8\varepsilon}W^2=\left(\frac{qa}{8\varepsilon}\right)^{1/15}(CI)^{-2/15}.
$$
The breakdown field therefore rises slowly with the gradient, because a narrower region needs a higher ionization rate. To see its effect on the voltage, solve the definition of $E_m$ for $W$ and insert it in $V=\tfrac23E_mW$:
$$
V=\frac23\left(\frac{8\varepsilon}{qa}\right)^{1/2}E_m^{3/2}.
$$
If $E_m$ were a fixed critical field, $V$ would vary as $a^{-1/2}$. The factor $E_m^{3/2}\propto a^{1/10}$ weakens this to $a^{-2/5}$.

## Worked example

The chosen inputs are a relative permittivity of 10 and an effective ionization coefficient of $10^4\ \mathrm{cm^{-1}}$ at 3 MV/cm. Hence
$$
C=\frac{10^4\ \mathrm{cm^{-1}}}{(3\times10^6\ \mathrm{V/cm})^7}=4.57\times10^{-42}\ \mathrm{cm^6/V^7}.
$$
With these inputs the theorem reads $V=1.776\times10^{11}\,a^{-2/5}$, with $V$ in volts and $a$ in $\mathrm{cm^{-4}}$. For $a=10^{21}\ \mathrm{cm^{-4}}$, $a^{2/5}=10^{8.4}=2.512\times10^8$, and
$$
V=\frac{1.776\times10^{11}}{2.512\times10^8}\ \mathrm V=707\ \mathrm V=0.707\ \mathrm{kV}.
$$
The depletion width is $3.606\ \mathrm{\mu m}$ and the peak field is 2.942 MV/cm. Lemma 1 gives the same voltage from these:
$$
\tfrac23(2.942\times10^6\ \mathrm{V/cm})(3.606\times10^{-4}\ \mathrm{cm})=707\ \mathrm V.
$$
The ionization condition can be read in the same way. At the peak, $\alpha=10^4(2.942/3)^7\approx8.7\times10^3\ \mathrm{cm^{-1}}$. Multiplied by $W$ this is 3.14, and multiplied by $I=0.318$ it is 1.00.

The formulas for $W$, $E_m$ and $V$ were tested against a direct calculation that integrates the doping to obtain the field and searches for the width with unit ionization integral. Over gradients from $10^{20}$ to $10^{23}\ \mathrm{cm^{-4}}$, the direct results have exponents $-0.466667$, $0.066667$ and $-0.400000$ for the three quantities. These are $-7/15$, $1/15$ and $-2/5$ to the digits shown.

At fixed $C$ and $\varepsilon$, doubling $V$ requires a gradient smaller by $2^{5/2}=5.7$. The depletion width then grows by $2^{7/6}=2.2$, and the linear profile must extend that much further.

## When ionization is not a seventh power

**Proposition.** Keep assumptions 1, 2 and 4, and let breakdown be given by $\int\alpha(E)\,dx=1$ with a smooth, increasing effective coefficient. Define the weighted power
$$
\nu=\frac{\int\alpha\,(d\ln\alpha/d\ln E)\,dx}{\int\alpha\,dx},
$$
evaluated at breakdown. Then
$$
\frac{d\ln V}{d\ln a}=-\frac{\nu-1}{2\nu+1}.
$$

**Proof.** Write the condition as $WG(E_m)=1$, where $G(E_m)=\int_0^1\alpha\big(E_m(1-u^2)\big)du$. At fixed $u$, a relative change of $E_m$ changes $E$ by the same relative amount. Hence $d\ln G/d\ln E_m=\nu$.

Let $e=d\ln E_m/d\ln a$. Since $W\propto(E_m/a)^{1/2}$, differentiating $\ln W+\ln G=0$ gives
$$
\frac12(e-1)+\nu e=0,\qquad e=\frac1{2\nu+1}.
$$
Remark 1 gives $V\propto E_m^{3/2}a^{-1/2}$, a relation that does not depend on the ionization law. Therefore
$$
\frac{d\ln V}{d\ln a}=\frac32\,\frac1{2\nu+1}-\frac12
=\frac{3-(2\nu+1)}{2(2\nu+1)}=-\frac{\nu-1}{2\nu+1}. \qquad ∎
$$

For a pure power $n$, $\nu=n$. The exponent is $-4/11$ for $n=5$, $-2/5$ for $n=7$ and $-8/19$ for $n=9$. As $n\to\infty$ it tends to $-1/2$, the fixed-critical-field result.

**Remark 2: an exponential law.** Consider instead the ionization law $\alpha=A\,e^{-b/E}$, whose local power is $b/E$. Choosing $b=21$ MV/cm and $A=1.10\times10^7\ \mathrm{cm^{-1}}$ matches the seventh-power law in value and slope at 3 MV/cm. At $a=10^{21}\ \mathrm{cm^{-4}}$ the weighted power is 7.52. The local power at the peak is 7.10, slightly above 7 because the peak field is just below 3 MV/cm; the regions away from the peak have lower fields and higher local powers, which raise the average further. The proposition then gives $-6.52/16.04=-0.406$, in agreement with the slope found by direct calculation.

On a plot of $\ln\alpha$ against $\ln E$, the exponential law is concave and the power law is its tangent. The exponential law therefore ionizes less at every field except the matching point, and its breakdown voltage is higher. The excess is 0.9% at $10^{21}\ \mathrm{cm^{-4}}$, 3.7% at $10^{20}\ \mathrm{cm^{-4}}$ and 4.6% at $10^{23}\ \mathrm{cm^{-4}}$, relative to the power law. The two-fifths law is thus a good local description here, but under the exponential law the local exponent drifts over a wide range of gradients.

## Limits of the result

**Applied voltage.** Let $V_R$ be the applied reverse voltage and $n_i$ the intrinsic density. With Boltzmann statistics and full dopant ionization, each neutral edge has its majority quasi-Fermi level a distance $kT\ln(aW/2n_i)$ from the intrinsic level, where $kT$ is the thermal energy. The two distances lie on opposite sides of the intrinsic level. Together they account for the difference between $qV$ and the quasi-Fermi separation $qV_R$:
$$
V-V_R=\frac{2kT}{q}\ln\frac{aW}{2n_i}.
$$
For a gap of 3.2 eV, effective band densities of $2\times10^{19}\ \mathrm{cm^{-3}}$ and 300 K, this is 2.96 V, so $V_R=704$ V. Because a nearly constant voltage is subtracted, the exponent of $V_R$ is slightly steeper: $-0.402$ at $10^{21}\ \mathrm{cm^{-4}}$ and $-0.412$ at $10^{23}\ \mathrm{cm^{-4}}$. The formula treats the depletion edge as already neutral. The majority-carrier tails at the two edges reduce $V-V_R$ by about $2kT/q=0.05$ V, to about 2.9 V; $V_R$ stays 704 V and the second exponent becomes $-0.411$. A deep acceptor that is only partly ionized, such as aluminium in silicon carbide at 300 K, lowers the difference by a further amount of similar size.

**Saturated doping.** The example needs a doping of $1.80\times10^{17}\ \mathrm{cm^{-3}}$ at each depletion edge. If the doping instead levels off at half this value on both sides, with the central gradient unchanged, the width becomes $4.51\ \mathrm{\mu m}$ and the voltage 784 V, an increase of 11%.

In the opposite limit the graded part is negligible and the doping is $\pm N_0$ throughout. The field is then triangular, with $E_m=qN_0W/(2\varepsilon)$ and $V=E_mW/2$. The ionization condition is $CE_m^7W/8=1$, so $W\propto N_0^{-7/8}$ and
$$
V=\frac{qN_0W^2}{4\varepsilon}\propto N_0^{1-7/4}=N_0^{-3/4}.
$$
The gradient no longer enters, and the two-fifths law has no range of validity.

**Strength of ionization.** The dependence $V\propto C^{-1/5}$ softens errors in $C$, but a shift of the field scale enters $C$ with the seventh power. If the same ionization occurs at fields 20% lower, $C$ grows by $0.8^{-7}$ and $V$ falls by the factor $0.8^{7/5}=0.73$, to 517 V. This is a trial size for crystal anisotropy. A trial 30% reduction of $\alpha$, standing for hot operation, raises $V$ by 7%, to 759 V.

**Short lengths.** The Debye length at the depletion edge, which measures the blurring of that edge, is 8.9 nm, or 0.25% of $W$. A carrier that must gain 4.8 eV before ionizing has to travel at least 16 nm at the peak field, or 0.45% of $W$; energy lost to the lattice lengthens this path. For the local-field assumption the sharper comparison is with the ionization path at the peak: 16 nm is 1.4% of $1/\alpha$, and 3.6% of the hole path $1/\beta$ if $k=10$. These small ratios support the depletion and local-field assumptions in this example; they are not themselves voltage errors. At $10^{23}\ \mathrm{cm^{-4}}$ the last two ratios grow to 9% and 23%, and the local-field assumption is doubtful.

**Tunnelling.** At energy $\eta$ above the valence edge, a two-band model of the gap $E_g$ has decay constant $\kappa=\sqrt{2m\eta(E_g-\eta)/E_g}/\hbar$, where $m$ is the band-edge mass. In a uniform field $E_m$, $dx=d\eta/(qE_m)$. Since $\int_0^{E_g}\sqrt{\eta(E_g-\eta)}\,d\eta=\pi E_g^2/8$, the WKB exponent is
$$
2\int\kappa\,dx=\frac{\pi\sqrt m\,E_g^{3/2}}{2\sqrt2\,\hbar qE_m}.
$$
For $m$ equal to 0.4 electron masses it is 49.5, and the transmission per attempt is about $3\times10^{-22}$. This is a size estimate, not a current. It is sensitive to the mass: 0.33 and 0.56 electron masses give $3\times10^{-20}$ and $4\times10^{-26}$. The model describes a direct gap with a single mass, whereas 4H silicon carbide has an indirect gap and direction-dependent masses.

## Relation to 4H silicon carbide devices

The permittivity, gap and ionization strength are rough values in the regime of 4H silicon carbide, where avalanche fields are of the order of 3 MV/cm. The seventh power and the constant ratio $\beta/\alpha_n$ are model choices. In 4H silicon carbide this ratio varies with field, so the local voltage exponent need not be exactly $-2/5$. The strength is also uncertain: doubling $C$ would lower the voltage by 13%. The gradient is a round model value for a graded junction. The 707 V result belongs to this model and is not a measured rating. A power diode can instead place a heavily doped layer against a lightly doped drift layer, which breaks both the symmetry and the assumed extent of the gradient. The 11% shift found above sizes one moderate, symmetric departure; a long drift layer can depart further, in either direction, towards a voltage set by its doping and thickness. In this model a one-sided abrupt junction breaks down at 398 V for a drift doping of $9.0\times10^{16}\ \mathrm{cm^{-3}}$ and at about 2070 V for $10^{16}\ \mathrm{cm^{-3}}$. Field crowding at the device edge can also cause breakdown below the plane-junction value, by an amount that this one-dimensional model cannot give. The numerical output below lists the values for all four gradients.

## Table of computed values

```
Relative permittivity: 10.0
Reference field: 3.00 MV/cm
Ionization coefficient at reference field: 1.000e+04 cm^-1
C in alpha = C E^7: 4.5725e-42 cm^6/V^7
Shape integral I: 2048/6435 = 0.318260
Numerical prefactor of V: 1.92570
V*a^(2/5): 1.77637e+11 V cm^(-8/5)
Example gradient: 1.00e+21 cm^-4
Depletion width: 3.6062 um
Peak field: 2.9415 MV/cm
Doping at depletion edge: 1.8031e+17 cm^-3
Total breakdown drop: 707.186 V
a (cm^-4), W (um), peak field (MV/cm), V (V), V exponential law (V)
  1e+20  10.5613  2.5229  1776.370  1842.921
  1e+21  3.6062  2.9415  707.186  713.657
  1e+22  1.2314  3.4296  281.536  284.142
  1e+23  0.4205  3.9986  112.081  117.273
Fitted exponents of W, peak field, V: -0.466667, 0.066667, -0.400000
Voltage exponent for ionization power 5: -0.363636
Voltage exponent for ionization power 9: -0.421053
beta/alpha_n = 0.1: C/C_n = 0.3909, end current J_n/J = 1.0000000
beta/alpha_n = 10.0: C/C_n = 3.9087, end current J_n/J = 1.0000000
Exponential law: prefactor 1.0966e+07 cm^-1, field constant 21.00 MV/cm
Exponential law: weighted power 7.5191, local voltage exponent -0.40647
Exponential-law change of V: 0.915 %
Temperature: 300.0 K; gap: 3.20 eV
Effective band density: 2.00e+19 cm^-3
Intrinsic density: 2.644e-08 cm^-3
Diffusion potential: 2.957 V
Applied breakdown voltage: 704.229 V
Applied-voltage exponent at 1e21 cm^-4: -0.40172
Applied-voltage exponent at 1e23 cm^-4: -0.41157
Doping capped at 9.0155e+16 cm^-3: W = 4.5055 um, V = 783.704 V
Capped-doping change of V: 10.82 %
Ionization field scale lowered 20 %: V = 517.439 V (-26.83 %)
Ionization coefficient lowered 30 %: V = 759.476 V (7.39 %)
Edge Debye length: 8.901 nm; fraction of W: 0.00247
Dead space for 4.80 eV: 16.318 nm; fraction of W: 0.00452
Tunnelling mass: 0.40 electron masses
WKB exponent: 49.523; transmission: 3.107e-22
Relative V shift on doubling the grid: 1.18e-14
```
